# Imaginary-shift regularisation of a CASPT2 intruder term and its bound

## The result

Let a perturber level $k$ have zeroth-order excitation energy $\Delta_k$ and real coupling $V_k$ to the reference state. In CASPT2 (second-order perturbation theory on a complete-active-space reference) it contributes $-V_k^2/\Delta_k$ to the energy. This diverges when $\Delta_k$ passes through zero, and the level is then called an intruder. An imaginary shift $\varepsilon>0$ replaces $\Delta_k$ by $\Delta_k+i\varepsilon$, and the real part is kept:

$$e_k=\mathrm{Re}\left(\frac{-V_k^2}{\Delta_k+i\varepsilon}\right)=-\frac{V_k^2\,\Delta_k}{\Delta_k^2+\varepsilon^2},\qquad |e_k|\le\frac{V_k^2}{2\varepsilon}. \tag{1}$$

For $V_k\neq0$ equality holds only at $|\Delta_k|=\varepsilon$. The bound has three conditions. It concerns the real part, not the modulus of the complex term. It concerns the energy before the correction for the shift described below. And the shift is taken to multiply the identity operator in the space of perturbers; other placements of the shift need not obey the bound.

## The equation being shifted

The algebra is in atomic units. Let $|0\rangle$ be the real, normalised reference state, with $H_0|0\rangle=E_0|0\rangle$. Standard perturbation theory gives the first-order state $|1\rangle$ from

$$(H_0-E_0)|1\rangle=-(H-H_0-E_1)|0\rangle ,$$

where $E_1=\langle0|H-H_0|0\rangle$. Expand $|1\rangle=\sum_j c_j|j\rangle$ in real orthonormal functions of the first-order interacting space, all orthogonal to $|0\rangle$, and project on $\langle i|$. On the right, $\langle i|H_0|0\rangle=E_0\langle i|0\rangle=0$ and $E_1\langle i|0\rangle=0$, so only $V_i=\langle i|H|0\rangle$ survives:

$$A c=-V,\qquad A_{ij}=\langle i|H_0-E_0|j\rangle,\qquad E_2=V\cdot c. \tag{2}$$

The matrix $A$ is real and symmetric. The shifted problem is

$$(A+i\varepsilon)\,c=-V,\qquad \mathcal E=V\cdot c=-V\cdot(A+i\varepsilon)^{-1}V,\qquad E_2(\varepsilon)=\mathrm{Re}\,\mathcal E. \tag{3}$$

## First derivation: level by level

A real symmetric matrix has real eigenvalues and orthonormal real eigenvectors. In that basis $A$ is diagonal with entries $\Delta_k$, while $i\varepsilon$ times the identity keeps its form. The equations separate:

$$c_k=-\frac{V_k}{\Delta_k+i\varepsilon}
=-\frac{V_k(\Delta_k-i\varepsilon)}{(\Delta_k+i\varepsilon)(\Delta_k-i\varepsilon)}
=-\frac{V_k\Delta_k}{\Delta_k^2+\varepsilon^2}+i\,\frac{V_k\varepsilon}{\Delta_k^2+\varepsilon^2}. \tag{4}$$

The denominator cannot vanish, since $|\Delta_k+i\varepsilon|\ge\varepsilon$. Multiplying the real part by $V_k$ gives $e_k$ in (1). For the bound, start from a square:

$$(|\Delta_k|-\varepsilon)^2\ge0\;\Rightarrow\;\Delta_k^2+\varepsilon^2\ge2\varepsilon|\Delta_k|\;\Rightarrow\;\frac{|\Delta_k|}{\Delta_k^2+\varepsilon^2}\le\frac1{2\varepsilon}.$$

The last step divides by the positive number $2\varepsilon(\Delta_k^2+\varepsilon^2)$. Multiplication by $V_k^2$ proves (1), and the square vanishes only at $|\Delta_k|=\varepsilon$. Multiplication by $|V_k|$ instead gives $|\mathrm{Re}\,c_k|\le|V_k|/(2\varepsilon)$. Summing over levels gives

$$|E_2(\varepsilon)|\le\sum_k|e_k|\le\frac{1}{2\varepsilon}\sum_kV_k^2=\frac{\|V\|^2}{2\varepsilon}. \tag{5}$$

If several levels share one value of $\Delta$, their separate couplings depend on the choice of eigenvectors, but the sum of their $V_k^2$ does not. They are then treated as one level with that summed squared coupling.

Two limits show what the shift does. For $|\Delta_k|\gg\varepsilon$ the term tends to $-V_k^2/\Delta_k$. For $|\Delta_k|\ll\varepsilon$ it is close to $-V_k^2\Delta_k/\varepsilon^2$: it goes linearly through zero and changes sign with $\Delta_k$. A real shift $\sigma$, which gives $-V_k^2/(\Delta_k+\sigma)$, merely moves the pole to $\Delta_k=-\sigma$.

## Second derivation: a unitary matrix and a circle

The same bound follows without eigenvectors. First, $A+i\varepsilon$ is invertible. For any complex vector $x$,

$$\|(A+i\varepsilon)x\|^2=\|Ax\|^2+i\varepsilon\,x^\dagger Ax-i\varepsilon\,x^\dagger Ax+\varepsilon^2\|x\|^2\ge\varepsilon^2\|x\|^2,$$

where the cross terms cancel because $A$ is symmetric and real. No nonzero $x$ is sent to zero. Now define

$$U=(A-i\varepsilon)(A+i\varepsilon)^{-1}.$$

Both factors are built from $A$ alone, so they commute. Hence $U^\dagger=(A+i\varepsilon)(A-i\varepsilon)^{-1}$ and $U^\dagger U=1$: the matrix $U$ is unitary. Moreover,

$$1-U=\big[(A+i\varepsilon)-(A-i\varepsilon)\big](A+i\varepsilon)^{-1}=2i\varepsilon\,(A+i\varepsilon)^{-1}.$$

Solving for the inverse and inserting it in (3), with $-1/(2i)=i/2$, gives

$$\mathcal E=\frac{i}{2\varepsilon}\left(\|V\|^2-V\cdot UV\right). \tag{6}$$

The number $i\|V\|^2$ has no real part, and $\mathrm{Re}(-iz)=\mathrm{Im}\,z$. Therefore

$$E_2(\varepsilon)=\frac{\mathrm{Im}\,(V\cdot UV)}{2\varepsilon},\qquad
|E_2(\varepsilon)|\le\frac{|V\cdot UV|}{2\varepsilon}\le\frac{\|V\|\,\|UV\|}{2\varepsilon}=\frac{\|V\|^2}{2\varepsilon}. \tag{7}$$

The second inequality is that of Cauchy and Schwarz; the final equality holds because $U$ preserves lengths. If $V$ has a component along one level only, (7) is the bound (1). Inserting $U=(\Delta-i\varepsilon)/(\Delta+i\varepsilon)=(\Delta-i\varepsilon)^2/(\Delta^2+\varepsilon^2)$, whose imaginary part is $-2\Delta\varepsilon/(\Delta^2+\varepsilon^2)$, recovers $e_k$ with its sign.

Equation (6) has a geometrical reading. The complex energy lies in a disc with centre $i\|V\|^2/(2\varepsilon)$ and radius $\|V\|^2/(2\varepsilon)$. For a single level it lies on the circle itself and moves along it as $\Delta$ varies. The real part cannot exceed the radius, but the distance from the origin can reach the diameter. At $\Delta=0$ the complex term is $iV^2/\varepsilon$, twice the bound in modulus, with zero real part. This is why the bound refers to the real part.

Equality in (7) requires $UV=\pm iV$. Write $V=(A+i\varepsilon)w$. For the upper sign, $(A-i\varepsilon)w=i(A+i\varepsilon)w$, which rearranges to $(1-i)Aw=-\varepsilon(1-i)w$, so $Aw=-\varepsilon w$. The lower sign gives $Aw=\varepsilon w$ in the same way. The bound on the total is reached if the whole coupling sits on levels at one of the two values $\Delta=\pm\varepsilon$.

## What each derivation assumes

Both are written for a real symmetric $A$, a real $V$ and a shift proportional to the identity. The first also uses the complete set of eigenvectors. In return it gives each term, its sign, and a bound on the sum of the magnitudes. The second needs neither eigenvalues nor eigenvectors and applies directly to the linear equations as they are solved. By itself it bounds the total. For a part of the space that $A$ does not connect to the rest, such as one eigenspace, the same bound holds with the coupling $V_P$ of that part in place of $V$. For a part that is connected to the rest, $V_P\cdot UV$ takes the place of $V\cdot UV$ in (7), and the limit is the weaker $\|V_P\|\,\|V\|/(2\varepsilon)$.

**Non-orthogonal functions.** Contracted excitations usually overlap. Let new functions be the columns of an invertible matrix $T$ in the orthonormal basis. Then $A'=T^{\mathsf T}AT$, $V'=T^{\mathsf T}V$, and the overlap is $S=T^{\mathsf T}T$. The equation

$$(A'+i\varepsilon S)d=-V'$$

is $T^{\mathsf T}(A+i\varepsilon)Td=-T^{\mathsf T}V$. Removing $T^{\mathsf T}$ gives $c=Td$, and $V'\cdot d=V\cdot Td=V\cdot c$. The energy is unchanged. With $i\varepsilon$ times the unit matrix in place of $i\varepsilon S$, this cancellation is lost and the energy depends on the chosen functions.

**Shifting the diagonal alone.** The real amplitude in (4) can be written $-V_k/(\Delta_k+\varepsilon^2/\Delta_k)$. This suggests splitting $A=D+N$ into diagonal and off-diagonal parts, in a basis where $N\ne0$, and solving with $D+\varepsilon^2D^{-1}+N$. A program that diagonalises $H_0$ only within each excitation class and shifts those diagonal entries solves with a matrix of this kind. Neither derivation covers this matrix. Each diagonal entry of $D+\varepsilon^2D^{-1}$ has magnitude at least $2\varepsilon$. With $\|N\|$ the largest factor by which $N$ can stretch a vector,

$$\|(D+\varepsilon^2D^{-1}+N)x\|\ge(2\varepsilon-\|N\|)\|x\|.$$

The inverse therefore stretches by at most $1/(2\varepsilon-\|N\|)$, and the energy magnitude is at most $\|V\|^2/(2\varepsilon-\|N\|)$, provided $\|N\|<2\varepsilon$. For two functions with $D=\varepsilon$ each, off-diagonal element $1.8\varepsilon$, and $V$ along $(1,-1)/\sqrt2$, the relevant eigenvalue is $2\varepsilon-1.8\varepsilon=0.2\varepsilon$. The energy magnitude is $5\|V\|^2/\varepsilon$, ten times the bound (5). The full shift (3) treats the same $V$ as a level at $\Delta=-0.8\varepsilon$ and gives $0.8/1.64=0.49$ in units of $\|V\|^2/\varepsilon$, within the bound.

## The correction for the shift has a larger bound

The shift also changes harmless terms. One remedy inserts the real amplitudes $a=\mathrm{Re}\,c$ in the second-order functional

$$J[a]=2a\cdot V+a\cdot Aa .$$

Its derivative $2V+2Aa$ vanishes at the unshifted solution $c^{(0)}=-A^{-1}V$, where $J=V\cdot c^{(0)}$ is the unshifted energy. Since $J$ is quadratic,

$$J[a]-J[c^{(0)}]=(a-c^{(0)})\cdot A(a-c^{(0)}).$$

For one level, with its index dropped, the amplitude error is

$$a-c^{(0)}=-\frac{V\Delta}{\Delta^2+\varepsilon^2}+\frac V\Delta=\frac{V\varepsilon^2}{\Delta(\Delta^2+\varepsilon^2)}.$$

Multiplying it by $V$ gives the energy error before correction. Squaring it and multiplying by $\Delta$ gives the error after correction:

$$\delta e=\frac{V^2\varepsilon^2}{\Delta(\Delta^2+\varepsilon^2)},\qquad
\delta e^{\rm corr}=\frac{V^2\varepsilon^4}{\Delta(\Delta^2+\varepsilon^2)^2}. \tag{8}$$

Relative to the size of the unshifted term $V^2/|\Delta|$, these are about $(\varepsilon/\Delta)^2$ and $(\varepsilon/\Delta)^4$ for distant levels. The corrected term itself is

$$e^{\rm corr}=-\frac{V^2}{\Delta}+\delta e^{\rm corr}
=-\frac{V^2\left[(\Delta^2+\varepsilon^2)^2-\varepsilon^4\right]}{\Delta(\Delta^2+\varepsilon^2)^2}
=-\frac{V^2\Delta(\Delta^2+2\varepsilon^2)}{(\Delta^2+\varepsilon^2)^2}. \tag{9}$$

Put $x=|\Delta|/\varepsilon$. The magnitude is $(V^2/\varepsilon)\,g(x)$ with $g=x(x^2+2)/(x^2+1)^2$. After removal of a common factor $x^2+1$, the numerator of $g'$ is

$$(3x^2+2)(x^2+1)-4x^2(x^2+2)=-x^4-3x^2+2 .$$

Its positive zero is $x^2=(\sqrt{17}-3)/2$, or $x=0.749$, where $g=0.787$. This is the maximum, because $g'$ is positive below it and negative above. The corrected term is still finite, but its limit is $0.787\,V^2/\varepsilon$ instead of $0.5\,V^2/\varepsilon$. Near resonance (9) tends to $-2V^2\Delta/\varepsilon^2$, twice the uncorrected term.

## An intruder in stretched AlH

The example is AlH in the 6-31G basis, with the neon core of aluminium frozen and Hartree–Fock orbitals. The active space is deliberately small: two electrons in three orbitals, namely the upper of the two occupied valence $\sigma$ orbitals and two $\pi$ orbitals. The program labels the lower and upper $\sigma$ orbitals "bond" and "lone pair" by energy order alone. These labels do not establish the orbitals' character, which can change as the molecule is stretched. The reference is the upper $^1\Sigma^+$ root. The perturbers are the internally contracted single and double excitations, and $H_0$ is the projected generalised Fock operator. The shift is held at $\varepsilon=3.0$ eV (0.110 hartree) along the scan.

At each bond length the selected level is the one with the largest unshifted amplitude $|V/\Delta|$ among those with $|V|>0.1$ eV. From 1.4 to 2.1 Å its squared amplitude stays below 0.05; at 2.6 Å it is 2.96. Three points show the approach to resonance. Energies are in eV, and "rest" is the unshifted $E_2$ without the selected term.

| $R$ (Å) | $\Delta$ | unshifted $E_2$ | rest | shifted $E_2$ |
|---|---|---|---|---|
| 2.60 | 1.08 | −5.04 | −1.85 | −2.27 |
| 2.64 | 0.59 | −7.53 | −2.09 | −2.14 |
| 2.68 | 0.15 | −22.91 | −2.18 | −2.01 |

The growth of the unshifted energy comes from the selected term, since the rest changes by only 0.33 eV. The scan ends before this strongly coupled level crosses zero. A straight line through the last two points, $\Delta=0.367$ eV at 2.66 Å and 0.146 eV at 2.68 Å, would reach zero near 2.69 Å; this is an extrapolation. At 2.58 Å the selection picks a different, weakly coupled level with $|V|=0.18$ eV. That level does cross zero, between 2.58 and 2.60 Å, so the scan contains more than one near-resonance.

At 2.68 Å the selected level has $\Delta=0.1464$ eV and $|V|=1.742$ eV, hence $V^2=3.034$ eV². The unshifted and shifted terms and the bound are

$$-\frac{3.034}{0.1464}=-20.7\ \text{eV},\qquad
-\frac{3.034\times0.1464}{0.1464^2+3.0^2}=-0.049\ \text{eV},\qquad
\frac{3.034}{2\times3.0}=0.51\ \text{eV}.$$

The term is ten times smaller than its bound because $\Delta$ is far below $\varepsilon$. The corrected term is $-0.098$ eV, twice the uncorrected one, as the near-resonance limit requires. For the whole sum, $|E_2(\varepsilon)|=2.01$ eV lies below $\|V\|^2/(2\varepsilon)=5.75$ eV.

The price paid by the other levels can be read off too. Without the selected term their sum is $-2.183$ eV unshifted, $-2.011+0.049=-1.962$ eV shifted, and $-2.254+0.098=-2.156$ eV corrected. The net error falls from 0.22 to 0.03 eV, or from 10% to about 1% of the unshifted sum. These are net values, in which errors of opposite sign may partly cancel.

The result still depends on the shift. At fixed geometry, $\varepsilon=1.5$, 3.0 and 6.0 eV give $E_2(\varepsilon)=-2.32$, $-2.01$ and $-1.58$ eV; the corrected values are $-2.58$, $-2.25$ and $-1.96$ eV. The correction reduces the spread from 0.74 to 0.63 eV but does not remove it.

All these numbers use the full shift (3). If $A$ is diagonalised only within each excitation class and the diagonal alone is shifted, the same point gives $-3.37$ eV, or $-5.15$ eV corrected, at $\varepsilon=3.0$ eV. Here $\|N\|=9.9$ eV exceeds $2\varepsilon=6$ eV, so no bound derived above applies to that scheme. Apart from one level with coupling below 0.01 eV, no diagonal entry is smaller than 2.3 eV in magnitude. The small $\Delta$ of the selected level arises from the Fock coupling between classes; with these Hartree–Fock orbitals the Fock element between the two valence $\sigma$ orbitals is 2.45 eV in magnitude.

## What a finite term does not repair

At $\Delta=0$ the regularised term vanishes. Yet two levels separated by $\Delta$ and coupled by $V$ form the eigenvalue problem of

$$\begin{pmatrix}0&V\\V&\Delta\end{pmatrix},\qquad E_\pm=\frac{\Delta}{2}\pm\sqrt{\frac{\Delta^2}{4}+V^2},$$

which gives $\pm|V|$ at $\Delta=0$. With the values at 2.68 Å the two energies are $-1.67$ and $+1.82$ eV relative to the reference. The unshifted term, $-20.7$ eV, is far too large compared with this model, and the shifted term, $-0.05$ eV, is far too small. The shift removes the divergence without describing the mixing. The two-level model is itself an estimate, since it takes its energy gap from $H_0$ and not from the full Hamiltonian. With the full Hamiltonian the selected level lies 2.30 eV above the reference, not 0.15 eV, and the two energies become $-0.94$ and $+3.24$ eV. The near-degeneracy thus belongs to $H_0$, but the mixing remains strong, and both second-order terms still miss it.

The occupations show what the active space lacks. In the reference, the lower valence $\sigma$ orbital holds 2.00 electrons and the upper one 0.00. In the intruder they hold 0.69 and 1.12, with 0.19 in outer $\sigma$ orbitals, while the active $\pi$ pair keeps its 2.00. The intruder thus mainly moves electrons from the lower $\sigma$ orbital into the nearly empty upper one. On average 1.3 electrons leave the lower orbital, so double excitations take part as well as single ones. Adding the lower $\sigma$ orbital and its two electrons to the active space would put the excitations between these two orbitals into the reference calculation, where their mixing with the reference is treated by diagonalisation. The smaller outer part would remain outside, and the enlarged calculation was not carried out here.

A normal-looking reference weight is no proof of a sound reference. The weight $1/(1+\sum_ka_k^2)$ is 0.007 with unshifted amplitudes and 0.86 with shifted ones. Full configuration interaction in the same ten valence and virtual orbitals spreads the reference over several states. The largest share is 0.35, at 0.23 eV above the reference energy; the next are 0.17 and 0.16, at 5.81 and 4.70 eV below it. No single state matches the picture suggested by the weight of 0.86.

This example is a severe case. The equilibrium bond length of AlH is roughly 1.6 Å, so 2.68 Å is a stretch of about 1 Å. The reference lies 12.4 eV above the lowest totally symmetric full-CI state at that geometry, while the Koopmans estimate for removing an electron from the upper occupied $\sigma$ orbital of the Hartree–Fock state is 7.2 eV. A real molecule at such an energy can lose an electron, which the small basis without diffuse functions cannot describe. The model therefore treats the state as bound, and the effect of this assumption on the energy was not computed. Core correlation and relativity are also left out. The numbers are not converged in the basis. In cc-pVDZ the strongly coupled level has $\Delta=+0.36$ eV at 2.60 Å and $-0.61$ eV at 2.68 Å, so it crosses zero inside the scan. At 2.68 Å its $|V|$ stays at 1.74 eV, while $E_2(\varepsilon)$ moves from $-2.01$ to $-2.81$ eV and the corrected value from $-2.25$ to $-2.87$ eV. Within the model, the 0.63 eV dependence on the shift already rules out quantitative use of this single-state energy. The numerical output below gives the full scan.

## Computed results

```
peak of real shifted term: |D|/s = 1.0000, height = 0.5000 V^2/s
peak of corrected term: |D|/s = 0.7494, height = 0.7872 V^2/s
diagonal-only counterexample (D=s=1, N=1.8): 5.000 V^2/s
AlH 6-31G, main shift = 3.0 eV = 0.1102 hartree
coarse scan: R (angstrom), largest squared amplitude with V > 0.1 eV
  1.40  0.0483
  1.50  0.0456
  1.60  0.0425
  1.70  0.0395
  1.80  0.0373
  1.90  0.0384
  2.00  0.0297
  2.10  0.0393
  2.20  0.3135
  2.30  0.1246
  2.40  0.2566
  2.50  0.6518
  2.60  2.9628
fine scan: R (angstrom); all others in eV: D, |V| of selected level,
  E2 raw, E2 raw without selected term, E2 shifted, E2 corrected
  2.52   2.1280  1.6449    -3.7874   -2.5158  -2.4313  -2.9390
  2.54   1.8544  1.9143    -4.0605   -2.0844  -2.4080  -2.9273
  2.56   1.5869  1.8952    -4.4287   -2.1653  -2.3731  -2.8910
  2.58   0.0616  0.1789    -5.2217   -4.7019  -2.3273  -2.8287
  2.60   1.0751  1.8506    -5.0367   -1.8512  -2.2721  -2.7416
  2.62   0.8311  1.8257    -6.0380   -2.0274  -2.2099  -2.6334
  2.64   0.5949  1.7991    -7.5349   -2.0942  -2.1435  -2.5106
  2.66   0.3667  1.7711   -10.6959   -2.1418  -2.0761  -2.3813
  2.68   0.1464  1.7419   -22.9119   -2.1831  -2.0109  -2.2542
selected R = 2.68 angstrom, first-order space = 91
reference weights: lone pair^2 0.0009, pi^2 0.9991
occupations: bond, lone pair, active pi, outer sigma, outer pi
  reference: 2.000, 0.002, 1.998, 0.000, 0.000
  selected level: 0.685, 1.124, 1.999, 0.191, 0.000
selected level: D = 0.14637 eV, |V| = 1.74186 eV
raw term = -20.7288 eV, raw amplitude size = 11.9004
shift, term, corrected term, bound V^2/2s, total E2, total corrected (eV)
  1.5 -0.19551 -0.38918 1.01135 -2.32476 -2.58167
  3.0 -0.04923 -0.09834 0.50568 -2.01089 -2.25415
  6.0 -0.01233 -0.02465 0.25284 -1.58239 -1.95521
bound on total at main shift = 5.7509 eV
reference weight: raw 0.0070, shifted 0.8553
two-level energies from reference = -1.6702, 1.8166 eV
full CI states with largest reference weight: E - E_ref (eV), weight
  0.2298  0.3531
  -5.8102  0.1718
  -4.7031  0.1572
  0.8520  0.1038
reference above full CI ground state = 12.425 eV
Koopmans ionisation energy of lone pair = 7.226 eV
```
